# Dispersive CARS Line Shape from a Raman Resonance and a Real Background: verification in Python

```python
"""
CARS line shape: a resonant Raman term added to a real background.
Result under test (Hartree atomic units):
  X = Ns*gamma_s/8 + (N*alpha01**2/4)/(Omega - delta - i*Gamma)
  S = |X|^2/background^2 = |1 - r/(x+i)|^2
  x = (delta-Omega)/Gamma,  r = 2*N*alpha01**2/(Gamma*Ns*gamma_s)
  extrema at x = (r -+ sqrt(r^2+4))/2; peak height times dip height = 1.
Symbols: delta = pump minus Stokes frequency, Omega = vibrational frequency,
Gamma = coherence decay rate, alpha01 = transition polarizability,
gamma_s = solvent second hyperpolarizability, N, Ns = solute and solvent
number densities.  P = X*Ep^2*ES is the anti-Stokes polarization amplitude.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar


def simulate_susceptibility(x, omega, width, alpha, gamma):
    """Integrate the two-level density matrix in the full oscillating field.

    Pump, Stokes and anti-Stokes frequencies are 6, 5 and 7 times delta.
    One solute and one solvent molecule per unit volume are used.
    Returns X and the largest excited population.
    """
    delta = omega + width * x
    field_amp = np.sqrt(8e-4)
    steps = 200
    h = 2 * np.pi / steps
    half_theta = np.arange(2 * steps + 1) * h / 2
    field = field_amp * (np.cos(6 * half_theta) + np.cos(5 * half_theta))
    coupling = -0.5 * alpha * field**2
    decay = (1j * omega + width) / delta

    def rates(coh, pop, v):
        dcoh = -decay * coh - 1j * v * (1 - 2 * pop) / delta
        dpop = (-2 * v * coh.imag - 2 * width * pop) / delta
        return dcoh, dpop

    coh = np.zeros(len(x), complex)
    pop = np.zeros(len(x))
    periods = int(np.ceil(12 / width * delta.max() / (2 * np.pi)))
    record = np.zeros((steps, len(x)), complex)
    for period in range(periods):
        for k in range(steps):
            if period == periods - 1:
                record[k] = coh
            v0, v1, v2 = coupling[2 * k:2 * k + 3]
            a1, b1 = rates(coh, pop, v0)
            a2, b2 = rates(coh + h / 2 * a1, pop + h / 2 * b1, v1)
            a3, b3 = rates(coh + h / 2 * a2, pop + h / 2 * b2, v1)
            a4, b4 = rates(coh + h * a3, pop + h * b3, v2)
            coh = coh + h / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
            pop = pop + h / 6 * (b1 + 2 * b2 + 2 * b3 + b4)
    theta = half_theta[:-1:2]
    e = field[:-1:2]
    dipole = 2 * alpha * record.real * e[:, None] + (gamma * e**3 / 6)[:, None]
    amplitude = 2 * np.mean(dipole * np.exp(7j * theta)[:, None], axis=0)
    return amplitude / field_amp**3, pop.max()


# Susceptibility and sign, from time-dependent quantum dynamics
sim_omega, sim_width, sim_alpha, sim_r = 1.0, 0.02, 1.0, 1.5
sim_gamma = 2 * sim_alpha**2 / (sim_width * sim_r)
x_sim = np.linspace(-3, 3, 13)
X_sim, pop_max = simulate_susceptibility(
    x_sim, sim_omega, sim_width, sim_alpha, sim_gamma)
ratio_sim = X_sim / (sim_gamma / 8)
ratio_formula = 1 - sim_r / (x_sim + 1j)
dev_plain = np.max(np.abs(ratio_sim - ratio_formula))
antiresonant = sim_r * sim_width / (2 * sim_omega + sim_width * x_sim)
dev_full = np.max(np.abs(ratio_sim - ratio_formula - antiresonant))
# Plain formula drops a real term of relative size r*Gamma/(2*Omega) = 0.015
assert dev_plain < 0.02
# Remainder: saturation and coherences far from resonance, below 0.001
assert dev_full < 2e-3

# Round model parameters, atomic units
Omega, Gamma = 0.014, 2.0e-5
alpha01, gamma_s = 1.0, 2500.0
Ns, N0 = 5.0e-3, 1.875e-4


def signal(x, N, gamma_solvent=gamma_s, gamma_solute=0.0):
    """Anti-Stokes signal divided by that of the pure solvent."""
    delta = Omega + Gamma * x
    solvent = Ns * gamma_solvent / 8
    resonant = N * alpha01**2 / 4 / (Omega - delta - 1j * Gamma)
    return np.abs(solvent + N * gamma_solute / 8 + resonant)**2 / solvent**2


def find_extremum(N, sign, **kw):
    """Numerical maximum (sign=+1) or minimum (sign=-1) of the spectrum."""
    grid = np.linspace(-40, 40, 8001)
    guess = grid[np.argmax(sign * signal(grid, N, **kw))]
    best = minimize_scalar(lambda x: -sign * signal(x, N, **kw),
                           bounds=(guess - 0.02, guess + 0.02),
                           method="bounded", options={"xatol": 1e-10})
    return best.x, signal(best.x, N, **kw)


def strength(N):
    return 2 * N * alpha01**2 / (Gamma * Ns * gamma_s)


# Extrema, heights and concentration slope for several densities
table = []
for factor in (0.01, 0.1, 1.0, 10.0):
    N = factor * N0
    r = strength(N)
    root = np.sqrt(r * r + 4)
    xp, sp = find_extremum(N, +1)
    xd, sd = find_extremum(N, -1)
    assert abs(xp - (r - root) / 2) < 1e-5
    assert abs(xd - (r + root) / 2) < 1e-5
    assert abs(sp / ((r + root) / 2)**2 - 1) < 1e-9
    assert abs(sp * sd - 1) < 1e-9
    step = 1e-3
    up = find_extremum(N * np.exp(step), +1)[1] - 1
    down = find_extremum(N * np.exp(-step), +1)[1] - 1
    slope = np.log(up / down) / (2 * step)
    assert abs(slope - (1 + r / root)) < 1e-5
    centre = signal(0.0, N) - 1
    assert abs(centre / r**2 - 1) < 1e-8
    table.append((factor, r, xp, xd, sp - 1, 1 - sd, slope, centre))

# Opposite background sign puts the peak above the resonance
x_neg, s_neg = find_extremum(N0, +1, gamma_solvent=-gamma_s)
x_neg_dip, _ = find_extremum(N0, -1, gamma_solvent=-gamma_s)
assert x_neg > 0 > x_neg_dip

# Main example: peak, dip and crossing with the background level
r0 = strength(N0)
x_peak, s_peak = find_extremum(N0, +1)
x_dip, s_dip = find_extremum(N0, -1)
x_cross = brentq(lambda x: signal(x, N0) - 1, x_peak, x_dip)
assert abs(x_cross - r0 / 2) < 1e-8

# Fixed frequency on the dip side: signal as a function of density
x_fixed = 1.0
fit = minimize_scalar(lambda q: signal(x_fixed, q * N0), bounds=(0, 5),
                      method="bounded", options={"xatol": 1e-10})
N_min, s_min = fit.x * N0, signal(x_fixed, fit.x * N0)
N_back = N0 * brentq(lambda q: signal(x_fixed, q * N0) - 1, fit.x * 1.1, 10)
assert abs(strength(N_min) - x_fixed) < 1e-5
assert abs(strength(N_back) - 2 * x_fixed) < 1e-8
assert abs(s_min - 1 / (1 + x_fixed**2)) < 1e-9

# Size of the neglected solute background
x_sol, s_sol = find_extremum(N0, +1, gamma_solute=gamma_s)

to_cm = constants.value("hartree-inverse meter relationship") / 100
bohr = constants.value("Bohr radius")
to_molar = 1 / (bohr**3 * constants.N_A * 1000)

print("DENSITY-MATRIX TEST (model units, Omega = 1)")
print(f"width Gamma = {sim_width:.3f}, strength r = {sim_r:.2f}")
print(f"largest deviation of X/background = {dev_plain:.4f}")
print(f"same, antiresonant term included = {dev_full:.5f}")
print(f"largest excited population = {pop_max:.2e}")
print("INPUTS (atomic units)")
print(f"Omega = {Omega:.4f} Eh, Gamma = {Gamma:.2e} Eh")
print(f"alpha01 = {alpha01:.2f} a.u., gamma_s = {gamma_s:.0f} a.u.")
print(f"Ns = {Ns:.3e} a0^-3, N = {N0:.3e} a0^-3")
print(f"solute per solvent molecule N/Ns = {N0 / Ns:.4f}")
print(f"solute concentration = {N0 * to_molar:.3f} mol/L")
print("SUSCEPTIBILITY AND LINE SHAPE")
print(f"background Ns*gamma_s/8 = {Ns * gamma_s / 8:.5f} a.u.")
print(f"resonant size N*alpha01^2/(4*Gamma) = "
      f"{N0 * alpha01**2 / (4 * Gamma):.5f} a.u.")
print(f"strength r = {r0:.4f}")
print(f"peak: x = {x_peak:.4f}, S = {s_peak:.4f}")
print(f"dip: x = {x_dip:.4f}, S = {s_dip:.4f}")
print(f"background crossing: x = {x_cross:.4f}")
print(f"peak shift = {x_peak * Gamma:.3e} Eh = "
      f"{x_peak * Gamma * to_cm:.3f} cm^-1")
print(f"dip shift = {x_dip * Gamma:.3e} Eh = "
      f"{x_dip * Gamma * to_cm:.3f} cm^-1")
print(f"peak-dip separation = {(x_dip - x_peak) * Gamma:.3e} Eh")
print("S at selected x (dimensionless)")
for x in (-4.0, -2.0, -1.0, 0.0, 1.0, 2.0, 4.0):
    print(f"x = {x:5.1f}  S = {signal(x, N0):.4f}")
print("DENSITY DEPENDENCE (dimensionless; last row is formal)")
print("N/N0   r       x_peak   x_dip    S_peak-1   1-S_dip  slope  S(0)-1")
for f, r, xp, xd, ep, ed, sl, c in table:
    print(f"{f:5.2f} {r:7.3f} {xp:8.4f} {xd:8.4f} {ep:10.5f} "
          f"{ed:8.5f} {sl:6.4f} {c:10.6f}")
print(f"FIXED FREQUENCY x = {x_fixed:.1f}")
print(f"minimum S = {s_min:.4f} at {N_min * to_molar:.3f} mol/L")
print(f"return to S = 1 at {N_back * to_molar:.3f} mol/L")
print("OPPOSITE BACKGROUND SIGN")
print(f"peak x = {x_neg:.4f}, dip x = {x_neg_dip:.4f}, S_peak = {s_neg:.4f}")
print("SOLUTE BACKGROUND INCLUDED (gamma_solute = gamma_s)")
print(f"peak x = {x_sol:.4f}, S relative to pure solvent = {s_sol:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
DENSITY-MATRIX TEST (model units, Omega = 1)
width Gamma = 0.020, strength r = 1.50
largest deviation of X/background = 0.0152
same, antiresonant term included = 0.00049
largest excited population = 1.00e-04
INPUTS (atomic units)
Omega = 0.0140 Eh, Gamma = 2.00e-05 Eh
alpha01 = 1.00 a.u., gamma_s = 2500 a.u.
Ns = 5.000e-03 a0^-3, N = 1.875e-04 a0^-3
solute per solvent molecule N/Ns = 0.0375
solute concentration = 2.101 mol/L
SUSCEPTIBILITY AND LINE SHAPE
background Ns*gamma_s/8 = 1.56250 a.u.
resonant size N*alpha01^2/(4*Gamma) = 2.34375 a.u.
strength r = 1.5000
peak: x = -0.5000, S = 4.0000
dip: x = 2.0000, S = 0.2500
background crossing: x = 0.7500
peak shift = -1.000e-05 Eh = -2.195 cm^-1
dip shift = 4.000e-05 Eh = 8.779 cm^-1
peak-dip separation = 5.000e-05 Eh
S at selected x (dimensionless)
x =  -4.0  S = 1.8382
x =  -2.0  S = 2.6500
x =  -1.0  S = 3.6250
x =   0.0  S = 3.2500
x =   1.0  S = 0.6250
x =   2.0  S = 0.2500
x =   4.0  S = 0.4265
DENSITY DEPENDENCE (dimensionless; last row is formal)
N/N0   r       x_peak   x_dip    S_peak-1   1-S_dip  slope  S(0)-1
 0.01   0.015  -0.9925   1.0075    0.01511  0.01489 1.0075   0.000225
 0.10   0.150  -0.9278   1.0778    0.16167  0.13917 1.0748   0.022500
 1.00   1.500  -0.5000   2.0000    3.00000  0.75000 1.6000   2.250000
10.00  15.000  -0.0664  15.0664  225.99559  0.99559 1.9912 225.000000
FIXED FREQUENCY x = 1.0
minimum S = 0.5000 at 1.401 mol/L
return to S = 1 at 2.801 mol/L
OPPOSITE BACKGROUND SIGN
peak x = 0.5000, dip x = -2.0000, S_peak = 4.0000
SOLUTE BACKGROUND INCLUDED (gamma_solute = gamma_s)
peak x = -0.5110, S relative to pure solvent = 4.1217
ALL CHECKS PASSED
```
